# Phonon Sidebands of One Displaced Mode at Finite Temperature: test program

```python
# Result under test: absorption line shape of one displaced harmonic mode.
# Lines lie at E00 + p*omega with weights
#   W_p = exp(-S(2n+1)) ((n+1)/n)^(p/2) I_|p|(2 S sqrt(n(n+1))),
# which become Poisson weights exp(-S) S^p/p! at zero temperature, and the
# variance of the spectrum is S omega^2 coth(omega/2kT).
# S: Huang-Rhys factor M omega d^2/(2 hbar^2) with omega as an energy,
# n: thermal occupation, d: shift of the minimum, E00: zero-phonon energy.
# Independent side: both Hamiltonians are diagonalised on a real-space grid
# and all thermally weighted squared overlaps are summed.
# Units: eV, angstrom, kelvin; masses in electron masses.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.special import iv

hbar2_over_me = const.hbar**2 / (const.m_e * const.e) * 1e20  # eV angstrom^2
k_boltzmann = const.k / const.e                               # eV/K

mass = 20000.0
omega = 0.05
shift = 0.15
e00 = 2.0
temperatures = [0.0, 300.0, 600.0]

hbar2_over_mass = hbar2_over_me / mass
length = math.sqrt(hbar2_over_mass / omega)
huang_rhys = omega * shift**2 / (2 * hbar2_over_mass)

# Real-space grid Hamiltonians (sinc basis)
n_grid = 241
step = 0.15 * length
x = (np.arange(n_grid) - n_grid // 2) * step + shift / 2
diff = np.arange(n_grid)[:, None] - np.arange(n_grid)[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, math.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
kinetic = kinetic * hbar2_over_mass / (2 * step**2)


def potential(frequency, centre, offset):
    return offset + frequency**2 * (x - centre)**2 / (2 * hbar2_over_mass)


def levels(pot):
    return eigh(kinetic + np.diag(pot))


n_initial = 60
v_ground = potential(omega, 0.0, 0.0)
v_excited = potential(omega, shift, e00)
energy_g, states_g = levels(v_ground)
energy_g, states_g = energy_g[:n_initial], states_g[:, :n_initial]
energy_e, states_e = levels(v_excited)
overlap2 = (states_g.T @ states_e)**2
transition = energy_e[None, :] - energy_g[:, None]


def populations(temp):
    if temp == 0:
        pop = np.zeros(n_initial)
        pop[0] = 1.0
        return pop
    pop = np.exp(-(energy_g - energy_g[0]) / (k_boltzmann * temp))
    return pop / pop.sum()


def grid_weight(p, temp):
    pop = populations(temp)
    return sum(pop[i] * overlap2[i, i + p] for i in range(max(0, -p), n_initial))


def grid_moments(temp, energies, overlaps):
    weight = populations(temp)[:, None] * overlaps
    mean = np.sum(weight * energies)
    return mean, np.sum(weight * (energies - mean)**2)


def occupation(temp):
    return 0.0 if temp == 0 else 1 / math.expm1(omega / (k_boltzmann * temp))


def coth_factor(temp):
    return 1.0 if temp == 0 else 1 / math.tanh(omega / (2 * k_boltzmann * temp))


def formula_weight(p, temp):
    n = occupation(temp)
    if n == 0:
        if p < 0:
            return 0.0
        return math.exp(-huang_rhys) * huang_rhys**p / math.factorial(p)
    argument = 2 * huang_rhys * math.sqrt(n * (n + 1))
    return (math.exp(-huang_rhys * (2 * n + 1)) * ((n + 1) / n)**(p / 2)
            * iv(abs(p), argument))


# Line weights, Fourier transform, detailed balance and moments
variance = {}
mean_energy = {}
for temp in temperatures:
    n = occupation(temp)
    for p in range(-6, 13):
        assert abs(grid_weight(p, temp) - formula_weight(p, temp)) < 1e-9
    for phase in (0.7, 2.0, 4.5):
        numeric = np.sum(populations(temp)[:, None] * overlap2
                         * np.exp(-1j * (transition - e00) * phase / omega))
        closed = np.exp(-huang_rhys * (2 * n + 1)
                        + huang_rhys * (n + 1) * np.exp(-1j * phase)
                        + huang_rhys * n * np.exp(1j * phase))
        assert abs(numeric - closed) < 1e-8
    mean_energy[temp], variance[temp] = grid_moments(temp, transition, overlap2)
    assert abs(mean_energy[temp] - e00 - huang_rhys * omega) < 1e-9
    law = huang_rhys * omega**2 * coth_factor(temp)
    assert abs(variance[temp] / law - 1) < 1e-7
    about_zpl = np.sum(populations(temp)[:, None] * overlap2
                       * (transition - e00)**2)
    assert abs(about_zpl - law - (huang_rhys * omega)**2) < 1e-9
    # width from the thermal spread of the vertical gap, and <x^2>
    density = states_g**2 @ populations(temp)
    gap = v_excited - v_ground
    gap_mean = density @ gap
    assert abs(density @ (gap - gap_mean)**2 / variance[temp] - 1) < 1e-7
    x2 = hbar2_over_mass / (2 * omega) * coth_factor(temp)
    assert abs(density @ x**2 / x2 - 1) < 1e-7
    if temp > 0:
        for p in (1, 2, 3):
            ratio = grid_weight(-p, temp) / grid_weight(p, temp)
            assert abs(ratio / math.exp(-p * omega / (k_boltzmann * temp)) - 1) < 1e-6

# Operator identities in a truncated number basis
size = 120
lower = np.diag(np.sqrt(np.arange(1, size)), 1)


def displacement(z):
    return expm(z * lower.T - np.conj(z) * lower)


alpha, beta = 0.8 + 0.5j, -0.6 + 0.3j
phase_factor = np.exp((alpha * np.conj(beta) - np.conj(alpha) * beta) / 2)
left = (displacement(alpha) @ displacement(beta))[:40, :40]
right = phase_factor * displacement(alpha + beta)[:40, :40]
assert np.max(np.abs(left - right)) < 1e-9
n_hot = occupation(600.0)
boltz = (n_hot / (n_hot + 1))**np.arange(size)
boltz /= boltz.sum()
average = np.sum(boltz * np.diag(displacement(alpha)))
assert abs(average - math.exp(-abs(alpha)**2 * (n_hot + 0.5))) < 1e-9
for k in range(1, 5):
    moment = sum(boltz[m] * math.perm(m, k) for m in range(size))
    assert abs(moment / (math.factorial(k) * n_hot**k) - 1) < 1e-9

# Classical limit is approached from above, with leading correction y^2/3
y = omega / (2 * k_boltzmann * 600.0)
classical = 2 * huang_rhys * omega * k_boltzmann * 600.0
classical_ratio = variance[600.0] / classical
assert 1 < classical_ratio < 1 + y**2 / 3

# Unequal frequencies: the pure coth law must fail
omega_soft = 0.04
energy_s, states_s = levels(potential(omega_soft, shift, e00))
overlap_s = (states_g.T @ states_s)**2
transition_s = energy_s[None, :] - energy_g[:, None]
soft_growth = (grid_moments(600.0, transition_s, overlap_s)[1]
               / grid_moments(0.0, transition_s, overlap_s)[1])
equal_growth = variance[600.0] / variance[0.0]
assert soft_growth / equal_growth - 1 > 0.02

print(f"mass M = {mass:.0f} electron masses")
print(f"mode energy omega = {omega:.3f} eV")
print(f"shift d = {shift:.3f} angstrom")
print(f"zero-phonon energy E00 = {e00:.3f} eV")
print(f"hbar^2/M = {hbar2_over_mass:.5e} eV angstrom^2")
print(f"Huang-Rhys factor S = {huang_rhys:.4f} (no unit)")
print(f"relaxation energy S*omega = {huang_rhys * omega:.5f} eV")
print(f"mean absorption energy, grid = {mean_energy[0.0]:.5f} eV")
for temp in temperatures:
    n = occupation(temp)
    bare = math.exp(-huang_rhys * (2 * n + 1))
    argument = 2 * huang_rhys * math.sqrt(n * (n + 1))
    print(f"--- T = {temp:.0f} K, kT = {k_boltzmann * temp:.5f} eV")
    print(f"occupation n = {n:.5f}, coth = 2n+1 = {coth_factor(temp):.5f}")
    print(f"exp(-S(2n+1)) = {bare:.5f}")
    print(f"Bessel argument = {argument:.5f}, I_0 = {iv(0, argument):.5f}")
    print(f"zero-phonon weight: formula {formula_weight(0, temp):.5f}, "
          f"grid {grid_weight(0, temp):.5f}")
    print(f"variance, grid = {variance[temp]:.6f} eV^2")
    print(f"rms width, grid = {math.sqrt(variance[temp]):.5f} eV")
print("--- line weights from the grid (no unit) at 0, 300, 600 K")
for p in range(-3, 8):
    row = "  ".join(f"{abs(grid_weight(p, t)):.5f}" for t in temperatures)
    print(f"p = {p:+d}, energy {e00 + p * omega:.2f} eV: {row}")
sums = "  ".join(f"{sum(grid_weight(p, t) for p in range(-3, 8)):.5f}"
                 for t in temperatures)
print(f"sum of the listed weights: {sums}")
print(f"variance at 600 K / classical 2*S*omega*kT = {classical_ratio:.4f}")
print(f"variance growth 0 to 600 K, equal frequencies = {equal_growth:.4f}")
print(f"same growth, excited mode at {omega_soft:.3f} eV = {soft_growth:.4f}")
print("verified")
```

Running it gives:

```
mass M = 20000 electron masses
mode energy omega = 0.050 eV
shift d = 0.150 angstrom
zero-phonon energy E00 = 2.000 eV
hbar^2/M = 3.80998e-04 eV angstrom^2
Huang-Rhys factor S = 1.4764 (no unit)
relaxation energy S*omega = 0.07382 eV
mean absorption energy, grid = 2.07382 eV
--- T = 0 K, kT = 0.00000 eV
occupation n = 0.00000, coth = 2n+1 = 1.00000
exp(-S(2n+1)) = 0.22846
Bessel argument = 0.00000, I_0 = 1.00000
zero-phonon weight: formula 0.22846, grid 0.22846
variance, grid = 0.003691 eV^2
rms width, grid = 0.06075 eV
--- T = 300 K, kT = 0.02585 eV
occupation n = 0.16898, coth = 2n+1 = 1.33797
exp(-S(2n+1)) = 0.13871
Bessel argument = 1.31237, I_0 = 1.47921
zero-phonon weight: formula 0.20518, grid 0.20518
variance, grid = 0.004938 eV^2
rms width, grid = 0.07027 eV
--- T = 600 K, kT = 0.05170 eV
occupation n = 0.61344, coth = 2n+1 = 2.22688
exp(-S(2n+1)) = 0.03734
Bessel argument = 2.93759, I_0 = 4.64087
zero-phonon weight: formula 0.17328, grid 0.17328
variance, grid = 0.008219 eV^2
rms width, grid = 0.09066 eV
--- line weights from the grid (no unit) at 0, 300, 600 K
p = -3, energy 1.85 eV: 0.00000  0.00040  0.00772
p = -2, energy 1.90 eV: 0.00000  0.00497  0.02976
p = -1, energy 1.95 eV: 0.00000  0.04261  0.08604
p = +0, energy 2.00 eV: 0.22846  0.20518  0.17328
p = +1, energy 2.05 eV: 0.33730  0.29477  0.22630
p = +2, energy 2.10 eV: 0.24899  0.23788  0.20589
p = +3, energy 2.15 eV: 0.12254  0.13220  0.14053
p = +4, energy 2.20 eV: 0.04523  0.05586  0.07602
p = +5, energy 2.25 eV: 0.01335  0.01901  0.03389
p = +6, energy 2.30 eV: 0.00329  0.00541  0.01282
p = +7, energy 2.35 eV: 0.00069  0.00132  0.00421
sum of the listed weights: 0.99985  0.99963  0.99647
variance at 600 K / classical 2*S*omega*kT = 1.0767
variance growth 0 to 600 K, equal frequencies = 2.2269
same growth, excited mode at 0.040 eV = 2.2982
verified
```
